# The Zeldovich factor and the fate of critical copper clusters

Copper is plated from an acid sulfate bath onto a foreign conducting seed. A new grain starts as a cluster of $n$ atoms that gains and loses atoms one at a time. The largest work of formation belongs to the critical size $n^*$. The problem is to find how the shape of the barrier near $n^*$ sets the nucleation rate, and what happens to a cluster that has reached $n^*$.

**Model and conventions.** The cluster is a hemisphere of radius $R$. Its contact angle of 90° means that replacing the seed–electrolyte interface under it by a seed–copper interface costs nothing, so the curved surface carries the whole interfacial cost. The effective interfacial energy is $\gamma$, the atomic volume $\Omega$, the temperature $T$. The overpotential $\eta>0$ is the magnitude of the cathodic driving voltage and is held fixed. Each discharged ion carries $z=2$ elementary charges $e$. Works of formation $G$ are in units of $kT$. Clusters exchange atoms directly with the electrolyte; surface diffusion and coalescence are left out.

## (a) Barrier and curvature

**Find $G(n)$, its maximum and its second derivative there.**

**Solution.** Transferring one atom to bulk copper lowers the free energy by $ze\eta$. From $\tfrac23\pi R^3=n\Omega$, the curved area is

$$2\pi R^2=2\pi\left(\frac{3\Omega n}{2\pi}\right)^{2/3}=(18\pi)^{1/3}\Omega^{2/3}n^{2/3}.$$

Hence

$$G(n)=-wn+a\,n^{2/3},\qquad w=\frac{ze\eta}{kT},\qquad a=\frac{\gamma(18\pi)^{1/3}\Omega^{2/3}}{kT}.$$

Treating $n$ as continuous, $G'=-w+\tfrac23a\,n^{-1/3}$ vanishes at

$$n^*=\left(\frac{2a}{3w}\right)^3 .$$

Equivalently $a=\tfrac32w\,n^{*1/3}$, which gives the barrier

$$G^*=-wn^*+\tfrac32wn^*=\tfrac12wn^*.$$

The second derivative is $G''=-\tfrac29a\,n^{-4/3}$. Inserting the same expression for $a$,

$$G''(n^*)=-\frac29\cdot\frac32\,\frac{w}{n^*}=-\frac{w}{3n^*}.$$

With $x=n-n^*$, the top of the barrier is the parabola $G\simeq G^*-wx^2/(6n^*)$.

## (b) Steady flux through the sizes

**Let $f_n$ be the attachment rate of an $n$-cluster and $g_n$ its detachment rate. Find the steady nucleation rate $J$ without approximating the sum over sizes.**

**Solution.** If $N_n$ is the number of $n$-clusters per area, the net flux from $n$ to $n+1$ is

$$J_n=f_nN_n-g_{n+1}N_{n+1}.$$

The detachment rates follow from detailed balance. Let $C_n=N_se^{-G(n)}$ be the distribution for which every net flux would vanish, with $N_s$ the density of sites. Then

$$f_nC_n=g_{n+1}C_{n+1}.$$

Beyond $n^*$ this distribution is a reference, not a population that occurs. In the steady state all $J_n$ equal one $J$. Dividing the flux by $f_nC_n$, and using detailed balance in the second term, gives

$$\frac{J}{f_nC_n}=\frac{N_n}{C_n}-\frac{N_{n+1}}{C_{n+1}}.$$

Monomers are kept in equilibrium with the electrolyte, so $N_1=C_1$. Clusters that reach a size $M$ far beyond the barrier are counted as grown and removed, so $N_M=0$. Summing from $n=1$ to $M-1$, the right side telescopes to $1-0$:

$$J=\left[\sum_{m=1}^{M-1}\frac1{f_mC_m}\right]^{-1}.$$

The terms act as resistances in series. The largest lie near the barrier top, where $C_m$ is smallest.

## (c) The factor that curvature supplies

**Evaluate the sum for a high, broad barrier. Then find its leading correction for $f_n\propto n^{2/3}$, and treat a disc one atom thick as a second case.**

**Solution.** Define

$$Z=\sqrt{\frac{-G''(n^*)}{2\pi}},\qquad\text{so that}\qquad G\simeq G^*-\pi Z^2x^2.$$

Let $f^*$ and $C^*=N_se^{-G^*}$ be the values at $n^*$. If the top spans many sizes, the sum becomes an integral. If the barrier is also many $kT$ high, the top is narrow compared with $n^*$: for the hemisphere, $G''(n^*)=-w/(3n^*)$ and $G^*=\tfrac12wn^*$ give $1/(Zn^*)=\sqrt{3\pi/G^*}$. Then $f$ may be taken as $f^*$ across the top, and the limits may be extended to infinity:

$$\sum_m\frac1{f_mC_m}\simeq\frac1{f^*C^*}\int_{-\infty}^{\infty}e^{-\pi Z^2x^2}dx=\frac1{Zf^*C^*}.$$

Therefore

$$J=Zf^*N_se^{-G^*}.$$

This $Z$ is the Zeldovich factor. For the hemisphere, part (a) gives

$$Z=\sqrt{\frac{w}{6\pi n^*}}=\sqrt{\frac{G^*}{3\pi n^{*2}}}=\frac{3w^2}{4\sqrt\pi\,a^{3/2}}.$$

The last form uses $n^*=8a^3/(27w^3)$. At fixed $a$ and $T$, halving the overpotential divides $Z$ by four and multiplies the barrier by four.

For the correction, write $\sigma^2=1/(2\pi Z^2)=3n^*/w$. The next derivatives are $G'''(n^*)=4w/(9n^{*2})$ and $G''''(n^*)=-28w/(27n^{*3})$, so

$$G=G^*-\frac{x^2}{2\sigma^2}+cx^3-dx^4,\quad c=\frac{2w}{27n^{*2}},\quad d=\frac{7w}{162n^{*3}}.$$

The attachment rate adds the factor

$$\frac{f^*}{f}=1-bx+\frac{5x^2}{9n^{*2}},\qquad b=\frac{2}{3n^*}.$$

Odd powers average to zero over the Gaussian. The even averages $\langle x^2\rangle=\sigma^2$, $\langle x^4\rangle=3\sigma^4$ and $\langle x^6\rangle=15\sigma^6$ change the sum by the relative amount

$$\frac{15c^2\sigma^6}{2}-3d\sigma^4-3bc\sigma^4+\frac{5\sigma^2}{9n^{*2}}
=\frac{1}{wn^*}\left(\frac{10}{9}-\frac76-\frac43+\frac53\right)=\frac{5}{18wn^*}.$$

The rate is lower than the simple formula by this fraction, to leading order.

For a disc, the perimeter supplies the cost and $G=-wn+\beta\sqrt n$. Setting $G'=0$ gives $\beta=2w\sqrt{n^*}$, hence

$$G''(n^*)=-\frac{\beta}{4}n^{*-3/2}=-\frac{w}{2n^*},\qquad Z_{\rm disc}=\sqrt{\frac{w}{4\pi n^*}}.$$

At equal $w$ and $n^*$ this is larger than the hemisphere's $Z$ by $\sqrt{3/2}$. A test with $w=1$, $\beta=40$ and $f_n\propto\sqrt n$, for which $n^*=400$, found the direct sum and the curvature formula equal within 1 percent.

## (d) The chance that a cluster grows

**Find the probability $P_n$ that an $n$-cluster reaches $M$ before it shrinks to a monomer. What is it at $n^*$?**

**Solution.** The next event is attachment with probability $f_n/(f_n+g_n)$ and detachment with probability $g_n/(f_n+g_n)$. Averaging the later chances over this event gives

$$(f_n+g_n)P_n=f_nP_{n+1}+g_nP_{n-1},\qquad P_1=0,\quad P_M=1.$$

Rearranged, $f_n(P_{n+1}-P_n)=g_n(P_n-P_{n-1})$. Multiply by $C_n$ and use $g_nC_n=f_{n-1}C_{n-1}$:

$$f_nC_n(P_{n+1}-P_n)=f_{n-1}C_{n-1}(P_n-P_{n-1}).$$

Both sides equal one constant $K$. Adding the differences from size 1 gives $P_n=K\sum_{m<n}1/(f_mC_m)$. The condition $P_M=1$ fixes $K=J$, so

$$P_n=\frac{\sum_{m=1}^{n-1}1/(f_mC_m)}{\sum_{m=1}^{M-1}1/(f_mC_m)}.$$

Near the top each term of the sum is a bar of unit width centred on $m$. The last bar, $m=n-1$, ends at $n-\tfrac12$. Hence

$$P_n\simeq Z\int_{-\infty}^{n-1/2-n^*}e^{-\pi Z^2x^2}dx
=\frac12\left[1+\mathrm{erf}\!\left(\sqrt\pi Z(n-\tfrac12-n^*)\right)\right].$$

At $n=n^*$, the missing half atom lowers the result from $1/2$ by $Z/2$. The odd terms $cx^3-bx$ from part (c) also matter here, because the integral covers one side of the top. They add

$$Z\int_{-\infty}^0(cx^3-bx)e^{-x^2/2\sigma^2}dx=Z(b\sigma^2-2c\sigma^4)
=Z\left(\frac2w-\frac4{3w}\right)=\frac{2Z}{3w}.$$

Thus, to leading order in the corrections,

$$P(n^*)=\frac12-\frac Z2+\frac{2Z}{3w}.$$

For a smooth, broad barrier, about half of the clusters found at the critical size dissolve. As the overpotential is lowered at fixed $a$ and $T$, $Z$ tends to zero, but this probability tends to one half. The Zeldovich factor is therefore not the growth probability of a critical cluster.

## (e) What the factor counts

**If about half of the critical clusters grow, why can $J$ be much smaller than half of $f^*C^*$?**

**Solution.** Sum the telescoping relation of part (b) from 1 to $n-1$:

$$J\sum_{m=1}^{n-1}\frac1{f_mC_m}=1-\frac{N_n}{C_n}.$$

By part (d) the left side is $P_n$, so

$$N_n=C_n(1-P_n).$$

Near $n^*$ the steady population is about half the equilibrium one. The number of forward attachments from the critical size per net nucleus is then

$$\frac{f^*N^*}{J}\simeq\frac{\tfrac12f^*C^*}{Zf^*C^*}=\frac1{2Z}.$$

Most of these attachments are undone. A cluster can step from $n^*$ to $n^*+1$, fall back and step forward again, and each forward step counts in $f^*N^*$. The net flux counts forward steps minus backward steps. Depletion supplies a factor $1/2$ and recrossing a factor $2Z$; their product is $Z$, the ratio of the net flux to the one-way equilibrium flux $f^*C^*$.

## (f) Why the top leaves the outcome to chance

**Find the mean growth velocity near $n^*$ and the time in which a departure from the steady state decays there.**

**Solution.** Detailed balance gives $g_n=f_{n-1}e^{G(n)-G(n-1)}$. Near the top, to first order,

$$G(n)-G(n-1)\simeq-\frac{w}{3n^*}\left(x-\tfrac12\right),\qquad f_n-f_{n-1}\simeq\frac{2f^*}{3n^*}.$$

The mean velocity $v=f_n-g_n$ is therefore

$$v\simeq\frac{wf^*}{3n^*}\left(x-\frac12+\frac2w\right).$$

It passes through zero at $x=\tfrac12-\tfrac2w$. This offset is several atoms when $w$ is small, but it stays small compared with the width $\sigma$ of a high, broad barrier. The random part does not vanish: attachments and detachments each continue at a rate near $f^*$. A critical cluster thus makes an almost unbiased random walk until it has wandered far enough for the slope of $G$ to carry it away. The barrier has fallen by $kT$ where $\pi Z^2x^2=1$, at

$$|x|=\frac1{\sqrt\pi\,Z}.$$

For the relaxation time, drop the small offset and let $\lambda=wf^*/(3n^*)=2\pi Z^2f^*$. A departure $p(x,t)$ from the steady population obeys, near the top,

$$\frac{\partial p}{\partial t}=-\frac{\partial}{\partial x}(\lambda xp)+f^*\frac{\partial^2p}{\partial x^2}.$$

The diffusion coefficient is half the total step rate, $\tfrac12(f^*+f^*)=f^*$. A uniform $p$ gives $\partial p/\partial t=-\lambda p$. For a polynomial mode of degree $k$, the highest power gives the decay rate $(k+1)\lambda$. The uniform mode is the slowest of these, and the relaxation time is $1/\lambda$.

## (g) A copper hemisphere at 50 mV

**Take $T=298$ K, $\eta=50$ mV, $\gamma=0.30$ J/m², $\Omega=0.01178$ nm³, $N_s=10^{15}$ cm⁻², an exchange current density $j_0=1$ mA/cm² and a transfer coefficient $\alpha=0.5$. Find the critical size, $Z$, the rate and the odds of growth.**

**Solution.** With $kT=0.02568$ eV, the driving energy is $w=0.100/0.02568=3.894$. The surface coefficient is $a=14.487$, or 0.3720 eV. Then

$$n^*=\left(\frac{2\times14.487}{3\times3.894}\right)^3=15.26,\qquad G^*=\frac{3.894\times15.26}{2}\simeq29.7,$$

$$Z=\sqrt{\frac{3.894}{6\pi\times15.26}}=0.116.$$

The barrier is 0.763 eV and the critical radius 0.441 nm. The attachment rate is the cathodic part of the current through the curved surface, divided by the charge per atom:

$$f^*=\frac{j_0}{ze}\,2\pi R^{*2}e^{\alpha e\eta/kT}\simeq101\ \mathrm{s^{-1}}.$$

The rate formula gives

$$J=10^{15}\times0.1164\times101\times e^{-29.70}\simeq1.48\times10^3\ \mathrm{cm^{-2}\,s^{-1}}.$$

Solving the rate equations for all sizes gives $1.47\times10^3$ in the same unit. The formula is high by about 0.5 percent, as expected from $5/(18wn^*)=5/(18\times59.4)=0.0047$.

The nearest whole size is 15. Its next event is attachment with probability 0.495, yet its probability of eventual growth is 0.432. In 20,000 simulated random walks, the fraction that grew was $0.432\pm0.004$. Size 16 has probability 0.549, so the even point lies between the two. Interpolating to 15.26 gives 0.462, in agreement with

$$\frac12-\frac{0.1164}{2}+\frac{2\times0.1164}{3\times3.894}=0.462.$$

The parabola puts the edges of the $kT$ band 4.85 atoms to either side of $n^*$; the full $G(n)$ is lopsided and falls by $kT$ at 10.75 and 20.44 atoms. Over roughly this range the odds change strongly: 0.036 at 10 atoms and 0.889 at 20.

At size 15 there are 4.86 forward attachments per net nucleus, so 3.86 are cancelled by detachments from size 16. The estimate $1/(2Z)=4.30$ is lower mainly because $N_{15}/C_{15}=0.568$ instead of one half. The relaxation time is $1/\lambda=0.116$ s from the curvature and 0.122 s from the full set of rates.

## (h) Bearing on a real bath

**Which of these results can be carried over to plating?**

**Solution.** An overpotential of tens of millivolts and an exchange current density near 1 mA/cm² are rough but plausible plating conditions. The interfacial energy is not that of clean copper: 0.30 J/m² was chosen to give an observable rate. With a rough clean-copper value of 1.8 J/m², the same hemisphere at 50 mV would have a barrier of about 165 eV and would not nucleate. A real cluster of 15 atoms also lacks a smooth, size-independent surface energy. If the interfacial energy is reduced by the factor $1/(1+2\delta/R)$ with an assumed $\delta=0.05$ nm, the barrier falls from 29.7 to 14.4 $kT$. This raises the exponential factor by more than a million, while $Z$ changes only from 0.116 to 0.132. The absolute rate is thus an illustration, not a prediction.

Raising $\gamma$ by 10 percent, with all else fixed, multiplies the rate by $5.6\times10^{-5}$, since the barrier grows as $\gamma^3$. At 328 K, with $\eta$ and $\gamma$ unchanged, the barrier is 27.0 $kT$ and $Z=0.111$.

Atomic shells can disturb the near-even odds as well. Adding $0.05\ \mathrm{eV}\times\cos(\pi n/2)$ to the work of formation puts size 14 in a well and size 16 on a hill. The growth probability of a 15-atom cluster then falls from 0.432 to 0.373; the sign of this change depends on where the wells lie, and shifting the corrugation by two atoms raises it to 0.557 instead. The rate falls to 0.437 of its former value, because the resistances $1/(f_mC_m)$ are multiplied on average by

$$\tfrac14\left(e^{1.947}+1+e^{-1.947}+1\right)=2.29,$$

where $1.947=0.05/0.02568$.

Ion supply does not limit an isolated cluster here. For a rough diffusivity of $5\times10^{-6}$ cm²/s and 0.5 mol/L of copper ions, diffusion could deliver about four million times the attachment rate. This says nothing about depletion of the bath over a whole wafer. The number of nuclei formed during a hold that starts with monomers only trails $Jt$ by a lag longer than the relaxation time: about 0.24 s if clusters are counted on passing 20 atoms and 0.76 s on reaching 100. After 1 s only about three quarters of $Jt$ has passed 20 atoms, so for these parameters the steady rate overestimates the count for pulses of a second or shorter.

At 150 mV, with the same $\gamma$, the formula gives $n^*=0.57$ atom. A curvature with respect to $n$ then has no physical meaning. The sums of parts (b) and (d) remain usable if each small cluster is given its own energy and attachment rate, provided that growth still proceeds by single atoms and that monomers stay in equilibrium with the electrolyte. The second condition is no longer assured when a single atom is already at the top of the barrier.

Within these limits, a critical copper cluster need not grow because reaching the top removes the average push in either direction, not the random exchange of atoms. The values used here are collected in the numerical output.

## Computed results

```
Temperature: 298 K; kT: 0.02568 eV
Overpotential: 50 mV; charge number: 2
Effective interfacial energy: 0.30 J/m2
Copper density: 8.96 g/cm3; molar mass: 63.546 g/mol
Atomic volume: 0.01178 nm3
Exchange current density (rough): 1.0 mA/cm2
Transfer coefficient: 0.5; site density (rough): 1e+15 /cm2
Driving energy per atom w: 3.894 kT
Surface coefficient a: 14.487 kT = 0.3720 eV
Critical size n*: 15.26 atoms; radius: 0.441 nm
Barrier: 29.70 kT = 0.763 eV
Curvature G'' at top: -0.08508 kT per atom squared
Zeldovich factor, formula: 0.1164; finite differences: 0.1164
Half-width of band within kT of top: 4.85 atoms
Attachment rate at n*: 101.0 /s
Nucleation rate, Zeldovich formula: 1478 /(cm2 s)
Nucleation rate, master equation: 1470 /(cm2 s)
Nearest whole critical size: 15 atoms
Chance that its next step is attachment: 0.4948
Its growth probability, first-step equations: 0.4318
Fraction grown in 20000 random walks: 0.4322 +/- 0.0035
Growth probability at n=5: 0.0000; error-function formula: 0.0009
Growth probability at n=10: 0.0357; error-function formula: 0.0466
Growth probability at n=15: 0.4318; error-function formula: 0.4127
Growth probability at n=16: 0.5486; error-function formula: 0.5284
Growth probability at n=20: 0.8889; error-function formula: 0.8921
Growth probability at n=25: 0.9930; error-function formula: 0.9965
Steady/equilibrium population at n=15: 0.5682
Forward attachments at n=15 per net nucleus: 4.86
Estimate 1/(2Z): 4.30
Relaxation time, rate matrix: 0.1218 s
Relaxation time, top curvature: 0.1164 s
Tolman length assumed: 0.05 nm; resulting n*: 10.26 atoms
Barrier with Tolman term: 14.39 kT; Z: 0.1323
Rate factor for interfacial energy +10 percent: 5.64e-05
Shell corrugation amplitude: 0.05 eV; period: 4 atoms
Rate factor with corrugation: 0.437
Growth probability at n=15 with corrugation: 0.3734
At 328 K, same eta and gamma: barrier 26.99 kT, Z 0.1109
Ion diffusivity (rough): 5.0e-06 cm2/s; concentration: 0.5 mol/L
Diffusion-limited supply / attachment rate: 4.13e+06
n* at 150 mV: 0.57 atoms
Barrier at clean-copper interfacial energy 1.8 J/m2 (rough): 165 eV
```
